# Avalanche gain at which electron space charge rivals the applied field

## Result

An electron avalanche starts from one electron and grows to $N=e^y$ electrons in a uniform field of magnitude $E_0$. Let $K$ be the peak field of the electron cloud alone, divided by $E_0$. When the cloud's size is set by its own repulsion alone, with the ions left out,

$$
y(K)=\ln\!\left(\frac{36\pi\varepsilon_0E_0K^3}{e\alpha^2}\right),
$$

where $\alpha$ is the effective ionization coefficient, the net number of new electrons per electron and per unit drift length. For $E_0=30$ kV/cm and $\alpha=20$ cm$^{-1}$ this gives $y\approx18$ for $K=1/4$, $y\approx20$ for $K=1/2$ and $y\approx22$ for $K=1$. The range of 18 to 20 used for $y$ in Meek-type criteria is thus where the cloud's field has become a substantial fraction of the applied field. It is not a sharp threshold. The pairing of $y$ with $K$ belongs to the ion-free cloud; the ions left behind make the cloud denser, so that a given $K$ is reached at a smaller $y$ (see "Where the estimate fails").

A shorter estimate, in which the cloud spreads by diffusion alone, gives 18 at $K=1$. It comes first below, because it shows where the logarithm originates and because its own numbers reveal what it lacks.

## Assumptions

The mobility $\mu$, the diffusion coefficient $D$ and $\alpha$ are constants, fixed by the applied field, and diffusion is isotropic. The ratio $U=D/\mu$ is a voltage that measures the mean random energy of the electrons. Photoionization, electrode charges and statistical fluctuations of the growth are left out. Ions do not move. Their field is omitted while the cloud's size is being found, and is evaluated afterwards.

The cloud drifts at speed $v=\mu E_0$, so after a time $t$ it has travelled $x=vt$. Each electron produces $\alpha\,dx$ new ones in a length $dx$. Hence

$$
\frac{dN}{dx}=\alpha N,\qquad N=e^{\alpha x},\qquad y=\ln N=\alpha x .
$$

## Back of the envelope: diffusion alone

Diffusion from a point gives a Gaussian cloud with variance $\sigma^2=2Dt$ along each axis. Uniform ionization multiplies the density everywhere by the same factor and leaves the shape alone. With $t=x/(\mu E_0)$,

$$
\sigma^2=\frac{2Dx}{\mu E_0}=\frac{2Ux}{E_0}.
$$

The fraction of electrons within a radius $r=s\sigma$ follows from one integration by parts:

$$
P(s)=\sqrt{\frac2\pi}\int_0^s q^2e^{-q^2/2}\,dq
=\operatorname{erf}\!\left(\frac{s}{\sqrt2}\right)-\sqrt{\frac2\pi}\,s\,e^{-s^2/2}.
$$

By Gauss's law the cloud's field at this radius has magnitude $eNP(s)/(4\pi\varepsilon_0s^2\sigma^2)$. The function $P(s)/s^2$ vanishes at the centre and far away. Its maximum, found numerically, is $g=0.2140$ at $s=1.369$. The peak field is therefore

$$
E_{\max}=\frac{g\,eN}{4\pi\varepsilon_0\sigma^2}.
$$

Setting $E_{\max}=E_0$, solving for $N$ and inserting $\sigma^2$ gives

$$
N=\frac{4\pi\varepsilon_0E_0}{eg}\,\frac{2Ux}{E_0}
=\frac{8\pi\varepsilon_0Ux}{eg}.
$$

The explicit $E_0$ has cancelled. A stronger applied field shortens the flight and shrinks the cloud's area in proportion to $1/E_0$, so the cloud's own field rises in step with the field it must match. Since $x=y/\alpha$,

$$
y=\ln\!\left(\frac{8\pi\varepsilon_0U}{eg\alpha}\right)+\ln y .
$$

Take the round values $E_0=30$ kV/cm, $\alpha=20$ cm$^{-1}$ and $U=1$ V. They are not data for a particular gas: in atmospheric air the effective coefficient at 30 kV/cm is nearer 8 cm$^{-1}$, and 20 cm$^{-1}$ needs about 34 kV/cm. The argument of the first logarithm is $3.2\times10^6$, so $y=14.99+\ln y$. Starting from $y=18$, the right side gives $14.99+2.89=17.88$, and a further iteration leaves this unchanged. The gain is $5.8\times10^7$, reached after $17.88/20=0.894$ cm.

The equation has a second root near $y=3\times10^{-7}$. There $N$ is practically 1, so no cloud exists and the root has no meaning here.

The logarithm explains why the answer is so insensitive. Differentiating at fixed $\alpha$ gives $dy\,(1-1/y)=d\ln U$, so doubling $U$ raises $y$ by only about 0.7.

## What the short estimate lacks

At this threshold the cloud has $\sigma=0.0772$ mm. Diffusion widens it at the rate $d\sigma/dt=D/\sigma$, which follows from $\sigma^2=2Dt$. The cloud's own field drives electrons outward at a speed of up to $\mu E_{\max}=\mu E_0$. The ratio of the two speeds is

$$
\frac{\mu E_0}{D/\sigma}=\frac{E_0\sigma}{U}
=\frac{(3.0\times10^6\ \mathrm{V/m})(7.72\times10^{-5}\ \mathrm m)}{1\ \mathrm V}\approx 230 .
$$

A cloud whose field equals $E_0$ cannot still have its diffusive size. Repulsion must have taken over at a smaller gain, and the size has to be calculated again.

## Controlled derivation: growth against repulsion

### The density saturates

In the frame moving at $v$, the ion-free cloud is spherical. Let $E_s(r,t)$ be the magnitude of its own field. Electrons move outward at speed $\mu E_s$, and Gauss's law reads $\nabla\!\cdot(E_s\hat{\mathbf r})=en/\varepsilon_0$ for this magnitude. Continuity of the electron density $n$ then gives

$$
\frac{\partial n}{\partial t}=D\nabla^2n-\nabla\!\cdot(n\mu E_s\hat{\mathbf r})+\alpha vn .
$$

Where the density is locally uniform, its gradient and Laplacian vanish. The middle term reduces to $-\mu n\,(en/\varepsilon_0)$. Dividing by $v=\mu E_0$ and using $dx=v\,dt$,

$$
\frac{dn}{dx}=\alpha n-\frac{e\,n^2}{\varepsilon_0E_0}.
$$

Ionization raises the density and repulsion dilutes it. The two balance at

$$
n_s=\frac{\varepsilon_0\alpha E_0}{e}.
$$

Below $n_s$ the right side is positive and above it negative, so the density approaches $n_s$ from either side. For the example $n_s=3.3\times10^{11}$ cm$^{-3}$. From then on the ion-free cloud gains electrons by growing in volume, not in density. With ions present the repulsion term contains $n-n_i$ in place of one factor $n$, and the density is no longer held at $n_s$.

### When repulsion takes over

The central density of the diffusing Gaussian is $N/(2\pi\sigma^2)^{3/2}$, with $\sigma^2=2Uy/(\alpha E_0)$. It would reach $n_s$ when

$$
e^y=n_s\left(\frac{4\pi Uy}{\alpha E_0}\right)^{3/2}.
$$

The solution with a large gain is $y=14.36$, or $N=1.7\times10^6$. (A second root near $y=0.001$, where $N$ is practically 1, has no meaning here.) To verify it, write $\delta=\alpha U/E_0=6.667\times10^{-4}$. The bracket is $4\pi\delta y/\alpha^2=0.1203/\alpha^2$, and $n_s/\alpha^3=\varepsilon_0E_0/(e\alpha^2)=4.145\times10^7$. The right side is then $4.145\times10^7\times0.1203^{3/2}=1.73\times10^6$, whose logarithm is 14.36.

Repulsion therefore matters about 3.5 units of $y$ before the diffusion-only threshold.

### The cloud becomes a uniform ball

Neglect diffusion after the crossover and follow a spherical shell that moves with the electrons. No electrons cross it, and the numbers inside and outside grow by the same factor. The shell therefore encloses a fixed fraction $F$ of all electrons. Its radius obeys

$$
\frac{dr}{dx}=\frac{\mu E_s}{\mu E_0}=\frac{eF e^{\alpha x}}{4\pi\varepsilon_0E_0r^2}.
$$

Multiply by $r^2$ and integrate from a starting point where the radius is $r_0$ and the electron number $N_0$:

$$
r^3=r_0^3+\frac{3eF(N-N_0)}{4\pi\varepsilon_0\alpha E_0}.
$$

Once $N$ is large, the starting values no longer matter and $r^3=FR^3$, with

$$
R^3=\frac{3eN}{4\pi\varepsilon_0\alpha E_0}.
$$

The enclosed number is proportional to the enclosed volume, so the cloud is a uniform ball of radius $R$. Its density $3N/(4\pi R^3)$ equals $\varepsilon_0\alpha E_0/e=n_s$, in agreement with the local balance.

### From the surface field to the gain

Inside a uniform ball the field rises linearly with radius, and outside it falls as $1/r^2$. The peak is at the surface:

$$
KE_0=\frac{en_sR}{3\varepsilon_0}=\frac{\alpha E_0R}{3},
\qquad K=\frac{\alpha R}{3}.
$$

The number of electrons at a given $K$ follows with $R=3K/\alpha$:

$$
N=\frac{4\pi}{3}R^3n_s
=\frac{4\pi}{3}\,\frac{27K^3}{\alpha^3}\,\frac{\varepsilon_0\alpha E_0}{e}
=\frac{36\pi\varepsilon_0E_0K^3}{e\alpha^2}.
$$

Its logarithm is the result stated at the start.

The surface moves outward at $\mu KE_0=Kv$ relative to the centre. At $K=1$ the rear of this ion-free ball would stand still in the laboratory while its front advanced at $2v$. Equality of the fields is thus a strong disturbance, and smaller values of $K$ already describe an avalanche that has ceased to be a passive swarm.

### Numbers and sensitivity

With $\varepsilon_0E_0/(e\alpha^2)=4.145\times10^7$ the prefactor is $36\pi\times4.145\times10^7=4.69\times10^9$, whose logarithm is 22.27. Each halving of $K$ subtracts $3\ln2=2.08$. In the table, "numerical" refers to the full spherical equation discussed below.

| $K$ | $y$, formula | $y$, numerical | $R$ (mm) | $x$ (cm) |
|---|---|---|---|---|
| 0.25 | 18.11 | 18.48 | 0.375 | 0.905 |
| 0.50 | 20.19 | 20.34 | 0.750 | 1.009 |
| 1.00 | 22.27 | 22.34 | 1.500 | 1.113 |

The lengths are $x=y/\alpha$, from the formula. Between $K=1/4$ and $K=1$ the avalanche travels only 2 mm further. This is why a criterion on the gain is useful although the choice of $K$ is somewhat arbitrary: a fourfold change in the demanded field moves the critical length by about a fifth.

If a gap length $d$ is prescribed instead, the required coefficient is $\alpha=y/d$, and the result becomes

$$
y+2\ln y=\ln\!\left(\frac{36\pi\varepsilon_0E_0K^3d^2}{e}\right).
$$

In a given gas the field sets $\alpha$, so a longer gap needs a somewhat lower $E_0$. That change enters only through the logarithm and is ignored here. At fixed $E_0$ and $K$, differentiation gives $dy\,(1+2/y)=2\,d\ln d$. Near $y=20$, a tenfold longer gap raises $y$ by roughly $4.6/1.1\approx4$. The range 18 to 20 therefore belongs to gaps of about a centimetre near atmospheric pressure, and is not a universal constant.

## Comparison

### Against the full spherical equation

The continuity equation above contains diffusion, repulsion and growth together. Measured in units of $1/\alpha$ for length, $E_0$ for field and $n_s$ for density, with $\tau=\alpha x$, it reads

$$
\frac{\partial n}{\partial\tau}=\delta\nabla^2n-\nabla\!\cdot(n\mathbf E_s)+n,
\qquad \nabla\!\cdot\mathbf E_s=n ,
$$

where $\mathbf E_s$ now points outward, along the push on the electrons. It was integrated numerically from a small Gaussian cloud at $\tau=8$, once with the repulsion term and once without it.

Without repulsion, the peak field reaches $E_0$ at $y=17.88$, as the short estimate says. With repulsion, the peak field is reduced to the following fractions of its repulsion-free value:

- 0.989 at four units of $y$ before the crossover;
- 0.747 at the crossover, $y=14.36$;
- 0.195 at the diffusion-only threshold, $y=17.88$.

The last figure settles the relation between the two estimates. At the gain where diffusion alone predicts equality, the repelling cloud has a peak field of about $0.2E_0$. Both routes lead to values of $y$ near 18, but they attach different fields to them.

The core density in the numerical solution ends at 0.9998 of $n_s$. The numerical thresholds lie above the ball formula by 0.37, 0.15 and 0.07 for the three values of $K$. The shell equation accounts for the sign and for part of the size. It gives $r^3-FR^3=r_0^3(1-\bar n_0/n_s)$, where $\bar n_0$ is the mean density inside the shell at the start. For a start at the crossover this excess is positive, because the density has not exceeded $n_s$ anywhere. The excess makes the cloud larger than the ideal ball and its field weaker, so more electrons are needed. For a given shell its relative weight falls as $1/R^3$, eightfold for each doubling of $K$, whereas the offset itself falls only by a factor of two to two and a half. Diffusion at the edge after the crossover must therefore contribute as well, and it supplies most of the offset at $K=1$.

### The field of the ions

Ions remain where they were created, mostly when the cloud's centre was within a distance of order $1/\alpha$ of its present position. Since $R=3K/\alpha$, this distance is comparable to the cloud's radius, and their field cannot be dismissed.

When the cloud's centre was a distance $s$ further back, it held $Ne^{-\alpha s}$ electrons in a ball of radius $Re^{-\alpha s/3}$. In the slice $ds$ it left $\alpha Ne^{-\alpha s}ds$ ions, spread over that ball. The foremost point of the present cloud lies at a distance $R+s$ from the centre of this ion ball, hence outside it, and the ions act there as a point charge. They pull electrons back, whereas the cloud pushes them forward. The fraction of the cloud's surface field that the ions cancel is, with $u=\alpha s$ and $a=\alpha R=3K$,

$$
h=\int_0^\infty\frac{a^2e^{-u}}{(a+u)^2}\,du .
$$

The upper limit has been extended from $y$ to infinity, which adds a term no larger than $e^{-y}$. Integration by parts gives

$$
h=a^2\left[\frac1a-\int_0^\infty\frac{e^{-u}}{a+u}\,du\right]
=a-a^2e^aE_1(a),\qquad E_1(a)=\int_a^\infty\frac{e^{-q}}{q}\,dq ,
$$

where $q=a+u$ was substituted in the last integral. Direct superposition of the ion balls confirms this expression. Superposition along the axis also gives the deepest reduction of the driving field behind the front:

| $K$ | $h$ | front enhancement | deepest reduction |
|---|---|---|---|
| 0.25 | 0.345 | $0.164E_0$ | $0.241E_0$ |
| 0.50 | 0.491 | $0.254E_0$ | $0.394E_0$ |
| 1.00 | 0.641 | $0.359E_0$ | $0.780E_0$ |

For $y$ between 18 and 20 the net field on the axis is thus raised at the front and lowered over most of the cloud's length. With the ions laid over the unperturbed ball, as here, the changes at the foremost point and at the deepest point are roughly 15 to 40 percent of $E_0$. Further back the field rises above $E_0$ again, where the forward pull of the ions exceeds the backward push of the cloud.

For large $a$, the expansion $e^aE_1(a)\approx(1/a)(1-1/a+2/a^2)$ gives $h\approx1-2/a$. The front enhancement $K(1-h)$ then tends to $2K/a=2/3$. In this model the ions keep the enhancement at the front from growing in proportion to $K$, even though the electron cloud's own field does.

### Where the estimate fails

The ions overlap the cloud and weaken the repulsion that was used to find its size, so the ion-free ball is too dilute. This is not a small correction. Each slice $du$ deposits an ion density $n_s\,du$, and the present centre lies inside the ion balls up to the value of $u$ that solves $u=ae^{-u/3}$. The ion density at the centre is therefore $0.61n_s$, $1.06n_s$ and $1.70n_s$ for the three values of $K$, comparable to the electron density or above it. The changed field also alters $\alpha$, which usually depends steeply on field: ionization is strengthened at the front and towards the back of the ion trail, and weakened in most of the cloud. In atmospheric air near 34 kV/cm, the changes of $+16$ and $-24$ percent tabulated for $K=1/4$ would more than double the effective $\alpha$ and bring it to about zero, so a constant $\alpha$ already fails at the smallest $K$ used. Neither effect is included in the formula. Because $N\propto K^3$, a factor $c$ of error in the field at given $N$ shifts $y$ by $3\ln c$, which is 1.2 for $c=1.5$ and 2.1 for $c=2$. A denser cloud has a stronger field of its own, so on this account the thresholds come out too high, and $c$ is not a constant but grows with $K$. If the ions are allowed to act on the electrons, still at constant $\alpha$, the density keeps rising to several times $n_s$, the field grows faster than $N^{1/3}$, and the three thresholds fall to roughly 17.5, 19 and 20. They should be trusted to no better than one or two units in $y$ at $K=1/4$ and $K=1/2$, and still less at $K=1$, where the ions cancel most of the surface field. The decimals above serve to compare formula with numerics within the model. What happens after the field is distorted, including whether a streamer propagates, lies outside the calculation.

### Low pressure

Processing plasmas are often struck far below atmospheric pressure. At fixed gas temperature, keep $E_0/p$ constant. Then $\alpha/p$ and $U$ are constant as well, and $E_0/\alpha^2\propto1/p$. Lowering the pressure by a factor $f$ adds $\ln f$ to $y$. For $f=100$ and $K=1/2$ the formula gives $20.189+4.605\approx24.79$, and the numerical solution 24.96. With $\alpha$ now 0.20 cm$^{-1}$, the avalanche would need $24.79/0.20\approx124$ cm.

Feedback from the cathode asks for much less. In a gas without attachment, one electron leaving the cathode produces $e^y-1$ ions in the gap. If each ion releases $\gamma$ new electrons on its return, the discharge sustains itself when

$$
\gamma(e^y-1)=1,\qquad y=\ln\!\left(1+\frac1\gamma\right).
$$

For $\gamma=0.01$ this is $y=4.62$, reached in $4.62/0.20\approx23$ cm at the reduced pressure. With this assumed $\gamma$, a gap whose voltage is raised slowly meets the Townsend condition long before a single avalanche distorts the field. This is not special to low pressure: at the original pressure the two lengths are 0.23 cm and 1.0 cm. What low pressure adds is that the space-charge length, over a metre, exceeds ordinary gaps. The space-charge criterion becomes relevant when a gain of $y\approx18$ to 20 is reached within one electron transit, before the ions have had time to return, as under a fast and strong overvoltage at high pressure. Electrons released from the cathode by photons, which arrive without this delay, are not included in the comparison.

The complete set of values is in the numerical output that follows.

## Table of computed values

```
Applied field E0 = 30.0 kV/cm
Ionization coefficient alpha = 20.0 1/cm
Characteristic energy D/mu = 1.00 V
Scaled diffusion alpha*U/E0 = 6.667e-04 (no unit)
Ratio eps0*E0/(e*alpha^2) = 4.145e+07 (no unit)
Gaussian peak-field factor g = 0.2140 (no unit)
Gaussian peak-field radius = 1.369 sigma
Diffusion-only ln N at K=1, formula = 17.88
Diffusion-only ln N at K=1, numerical = 17.88
Diffusion-only gain N = 5.80e+07
Diffusion-only sigma there = 0.0772 mm
Diffusion-only length x = 0.894 cm
Saturated density n_s = 3.316e+11 1/cm^3
Numerical core density at end = 0.9998 n_s
Crossover ln N = 14.36
Crossover gain N = 1.73e+06
Peak field with repulsion / without repulsion (no unit):
  at crossover ln N minus 4 = 0.989
  at crossover = 0.747
  at diffusion-only threshold = 0.195
Cloud field K = 0.25 E0:
  ln N formula = 18.11, numerical = 18.48
  gain N formula = 7.32e+07
  ball radius = 0.375 mm
  avalanche length = 0.905 cm
  front field cancelled by ions = 0.345 (fraction)
  net front enhancement = 0.164 E0
  deepest net reduction = 0.241 E0
Cloud field K = 0.50 E0:
  ln N formula = 20.19, numerical = 20.34
  gain N formula = 5.86e+08
  ball radius = 0.750 mm
  avalanche length = 1.009 cm
  front field cancelled by ions = 0.491 (fraction)
  net front enhancement = 0.254 E0
  deepest net reduction = 0.394 E0
Cloud field K = 1.00 E0:
  ln N formula = 22.27, numerical = 22.34
  gain N formula = 4.69e+09
  ball radius = 1.500 mm
  avalanche length = 1.113 cm
  front field cancelled by ions = 0.641 (fraction)
  net front enhancement = 0.359 E0
  deepest net reduction = 0.780 E0
Pressure/100, K=0.5: ln N formula = 24.79
Pressure/100, K=0.5: ln N numerical = 24.96
Secondary yield gamma = 0.010 electrons per ion
Townsend ln N = 4.62
```
